# Hemisphere overlaps of spherical harmonics from a Wronskian at the equator: verification in Python

```python
"""Hemisphere overlaps of spherical harmonics from a Wronskian at the equator.

Result under test, for H = integral of conj(Y_lm) Y_l'm over 0 <= theta <= pi/2:
  H = 1/2 if l = l';  H = 0 if l - l' is even and nonzero;  otherwise
  H = (-1)^(m+(e+o-1)/2) A_e B_o / ((o-e)(o+e+1)),  m meaning |m|,
where e is the degree with e+m even and o the degree with o+m odd.
A_e and B_o are the sizes of the normalized polar function and of its
slope in x = cos(theta) at the equator. Condon-Shortley phase throughout.
Rigid rotor: E_l = hbar^2 l(l+1)/(2 I), with moment of inertia I.
"""
import math
from functools import lru_cache
import numpy as np
import sympy as sp
from numpy.polynomial import Polynomial
from scipy.constants import hbar
from scipy.integrate import quad


@lru_cache(maxsize=None)
def double_factorial(n):
    return math.prod(range(n, 0, -2))      # gives 1 for n = 0 and n = -1


def equator_value(l, m):
    if (l + m) % 2:
        return sp.Integer(0)
    return sp.Rational((-1)**((l + m)//2) * double_factorial(l + m - 1),
                       double_factorial(l - m))


def equator_slope(l, m):
    if (l + m) % 2 == 0:
        return sp.Integer(0)
    return sp.Rational((-1)**((l + m - 1)//2) * double_factorial(l + m),
                       double_factorial(l - m - 1))


def size_squared_value(e, m):
    top = double_factorial(e + m - 1) * double_factorial(e - m - 1)
    bottom = double_factorial(e + m) * double_factorial(e - m)
    return (2*e + 1) / 2 * (top / bottom)


def size_squared_slope(o, m):
    top = double_factorial(o + m) * double_factorial(o - m)
    bottom = double_factorial(o + m - 1) * double_factorial(o - m - 1)
    return (2*o + 1) / 2 * (top / bottom)


def overlap_formula(l1, l2, m):
    m = abs(m)
    if l1 == l2:
        return 0.5
    if (l1 - l2) % 2 == 0:
        return 0.0
    e, o = (l1, l2) if (l1 + m) % 2 == 0 else (l2, l1)
    sign = (-1)**(m + (e + o - 1)//2)
    size = math.sqrt(size_squared_value(e, m) * size_squared_slope(o, m))
    return sign * size / ((o - e) * (o + e + 1))


def harmonic(l, m, x, phi):
    """Y_lm from Rodrigues' formula, with x = cos(theta)."""
    if m < 0:
        return (-1)**m * np.conj(harmonic(l, -m, x, phi))
    poly = (Polynomial([-1.0, 0.0, 1.0])**l).deriv(l + m)
    legendre = (-1)**m * (1 - x*x)**(m/2) * poly(x) / (2**l * math.factorial(l))
    norm = math.sqrt((2*l + 1) / (4*math.pi)
                     * math.factorial(l - m) / math.factorial(l + m))
    return norm * legendre * np.exp(1j*m*phi)


# Overlap matrices of all harmonics up to degree 6 by direct quadrature
nodes, weights = np.polynomial.legendre.leggauss(16)
phi_line = 2*np.pi*np.arange(32)/32
x_grid, phi_grid = np.meshgrid((nodes + 1)/2, phi_line, indexing="ij")
area = np.repeat(weights/2, 32) * 2*np.pi/32
labels = [(l, m) for l in range(7) for m in range(-l, l + 1)]
upper = np.array([harmonic(l, m, x_grid, phi_grid).ravel() for l, m in labels])
lower = np.array([harmonic(l, m, -x_grid, phi_grid).ravel() for l, m in labels])
upper_matrix = (upper.conj()*area) @ upper.T
lower_matrix = (lower.conj()*area) @ lower.T
formula_matrix = np.array([[overlap_formula(l1, l2, m1) if m1 == m2 else 0.0
                            for l2, m2 in labels] for l1, m1 in labels])
matrix_error = np.max(np.abs(upper_matrix - formula_matrix))
assert matrix_error < 1e-11
assert np.max(np.abs(upper_matrix + lower_matrix - np.eye(len(labels)))) < 1e-11

# Equatorial values and slopes against exact symbolic differentiation
x = sp.symbols("x", real=True)
for l in range(9):
    for m in range(l + 1):
        function = sp.assoc_legendre(l, m, x)
        assert sp.simplify(function.subs(x, 0) - equator_value(l, m)) == 0
        slope = sp.diff(function, x).subs(x, 0)
        assert sp.simplify(slope - equator_slope(l, m)) == 0

# Wronskian identity at a cut away from the equator
cut = 0.3
for l1, l2, m in [(2, 3, 1), (1, 3, 1), (4, 2, 0), (5, 2, 2)]:
    u, v = sp.assoc_legendre(l1, m, x), sp.assoc_legendre(l2, m, x)
    integral = quad(sp.lambdify(x, u*v, "math"), cut, 1)[0]
    wronskian = (1 - x**2)*(v*sp.diff(u, x) - u*sp.diff(v, x))
    from_cut = float(wronskian.subs(x, cut)) / ((l1 - l2)*(l1 + l2 + 1))
    assert abs(integral) > 1e-3
    assert abs(integral - from_cut) < 1e-9*(1 + abs(integral))


# Completeness: squared overlaps with opposite-parity partners sum to 1/4
def partner_sum(l, m, largest):
    start = m if (m - l) % 2 else m + 1
    partners = list(range(start, largest + 1, 2))
    return sum(overlap_formula(l, p, m)**2 for p in partners), partners[-1]


m = 1
e, o = 3, 2
value_sq, slope_sq = size_squared_value(e, m), size_squared_slope(o, m)
sum_e, last_e = partner_sum(e, m, 401)
sum_o, last_o = partner_sum(o, m, 401)
tail_e = value_sq / (math.pi*(last_e + 1.5))
tail_o = slope_sq / (3*math.pi*(last_o + 1.5)**3)
# the tail laws are leading terms for large degree, hence one percent
assert abs((0.25 - sum_e)/tail_e - 1) < 0.01
assert abs((0.25 - sum_o)/tail_o - 1) < 0.01

# Rigid rotor started in (Y_21 + Y_31)/sqrt(2)
inertia = 1e-46
energy = {l: hbar**2*l*(l + 1)/(2*inertia) for l in (2, 3)}
omega = (energy[3] - energy[2])/hbar
period = 2*math.pi/omega
H = overlap_formula(2, 3, 1)


def wave(x_values, phi_values, t):
    return sum(harmonic(l, 1, x_values, phi_values)*np.exp(-1j*energy[l]*t/hbar)
               for l in (2, 3)) / math.sqrt(2)


def probability_up(t):
    return float(np.sum(area*np.abs(wave(x_grid, phi_grid, t).ravel())**2))


def current_into_upper(t, step=1e-4):
    south = wave(np.cos(np.pi/2 + step), phi_line, t)
    north = wave(np.cos(np.pi/2 - step), phi_line, t)
    psi = wave(0.0, phi_line, t)
    flow = np.imag(np.conj(psi)*(south - north)/(2*step))
    return float(-hbar/inertia*2*np.pi*np.mean(flow))


assert abs(omega/(3*hbar/inertia) - 1) < 1e-12
for fraction in (0.0, 0.1, 0.25, 0.4, 0.7):
    t = fraction*period
    assert abs(probability_up(t) - 0.5 - H*math.cos(omega*t)) < 1e-11
    dt = 1e-4/omega
    rate = (probability_up(t + dt) - probability_up(t - dt))/(2*dt)
    # finite differences in time and angle limit the agreement
    assert abs(rate - current_into_upper(t)) < 1e-6*omega

legendre_integral = equator_value(e, m)*equator_slope(o, m)/((o - e)*(o + e + 1))
direct_integral = quad(sp.lambdify(x, sp.assoc_legendre(2, 1, x)
                                  * sp.assoc_legendre(3, 1, x), "math"), 0, 1)[0]
assert abs(float(legendre_integral) - direct_integral) < 1e-11

print("Largest matrix error, all l <= 6 (dimensionless):", f"{matrix_error:.1e}")
print("Number of harmonics in that matrix:", len(labels))
print("Selected overlaps H (dimensionless), formula and quadrature:")
for l1, l2, mm in [(0, 1, 0), (1, 2, 0), (0, 3, 0), (1, 2, 1), (2, 3, 1), (2, 3, 2)]:
    numeric = upper_matrix[labels.index((l1, mm)), labels.index((l2, mm))].real
    print(f"  l={l1} l'={l2} m={mm}: {overlap_formula(l1, l2, mm):.6f} {numeric:.6f}")
print("Example l=2, l'=3, m=1 (dimensionless):")
print("  P_3^1 at equator:", equator_value(3, 1))
print("  slope of P_2^1 at equator:", equator_slope(2, 1))
print("  Legendre integral from Wronskian:", legendre_integral)
print(f"  Legendre integral by quadrature: {direct_integral:.6f}")
print(f"  A_3 squared: {value_sq:.6f}")
print(f"  B_2 squared: {slope_sq:.6f}")
print(f"  H: {H:.6f}")
print("Completeness sums for m=1 (dimensionless, limit 1/4):")
print(f"  row l=3, partners to {last_e}: {sum_e:.8f}")
print(f"  missing part: {0.25 - sum_e:.4e}, tail law: {tail_e:.4e}")
print(f"  row l=2, partners to {last_o}: {sum_o:.10f}")
print(f"  missing part: {0.25 - sum_o:.4e}, tail law: {tail_o:.4e}")
print("Rigid rotor:")
print(f"  moment of inertia: {inertia:.1e} kg m^2")
print(f"  hbar: {hbar:.6e} J s")
print(f"  E_2: {energy[2]:.5e} J")
print(f"  E_3: {energy[3]:.5e} J")
print(f"  angular frequency: {omega:.5e} rad/s")
print(f"  period: {period:.5e} s = {period*1e12:.4f} ps")
for name, fraction in (("0", 0.0), ("T/4", 0.25), ("T/2", 0.5)):
    print(f"  upper probability at t={name}: {probability_up(fraction*period):.6f}")
print(f"  rate at T/4, -H*Omega: {-H*omega:.5e} 1/s")
print(f"  rate at T/4, equatorial current: {current_into_upper(period/4):.5e} 1/s")
print("OK")
```

Output:

```
Largest matrix error, all l <= 6 (dimensionless): 1.3e-15
Number of harmonics in that matrix: 49
Selected overlaps H (dimensionless), formula and quadrature:
  l=0 l'=1 m=0: 0.433013 0.433013
  l=1 l'=2 m=0: 0.242061 0.242061
  l=0 l'=3 m=0: -0.165359 -0.165359
  l=1 l'=2 m=1: 0.419263 0.419263
  l=2 l'=3 m=1: 0.261456 0.261456
  l=2 l'=3 m=2: 0.413399 0.413399
Example l=2, l'=3, m=1 (dimensionless):
  P_3^1 at equator: 3/2
  slope of P_2^1 at equator: -3
  Legendre integral from Wronskian: 3/4
  Legendre integral by quadrature: 0.750000
  A_3 squared: 0.656250
  B_2 squared: 3.750000
  H: 0.261456
Completeness sums for m=1 (dimensionless, limit 1/4):
  row l=3, partners to 400: 0.24947970
  missing part: 5.2030e-04, tail law: 5.2028e-04
  row l=2, partners to 401: 0.2499999939
  missing part: 6.1021e-09, tail law: 6.1019e-09
Rigid rotor:
  moment of inertia: 1.0e-46 kg m^2
  hbar: 1.054572e-34 J s
  E_2: 3.33637e-22 J
  E_3: 6.67273e-22 J
  angular frequency: 3.16372e+12 rad/s
  period: 1.98601e-12 s = 1.9860 ps
  upper probability at t=0: 0.761456
  upper probability at t=T/4: 0.500000
  upper probability at t=T/2: 0.238544
  rate at T/4, -H*Omega: -8.27173e+11 1/s
  rate at T/4, equatorial current: -8.27173e+11 1/s
OK
```
